# Why MP2 basis-set increments do not transfer unscaled in helium

Consider the ground state of helium with a fixed point nucleus, without relativity, in Hartree atomic units; 1 mEh is one thousandth of a hartree. The electrons are at distances $r_1,r_2$ from the nucleus and $r_{12}$ from each other, and $\theta$ is the angle between their position vectors. Write $V=1/r_{12}$, and let $\Phi=\phi(1)\phi(2)$ be the Hartree-Fock product, with orbital energy $\varepsilon$ and Fock operator $F$.

A singlet S state can be expanded in angular channels,

$$\Psi=\sum_l \frac{f_l(r_1,r_2)}{r_1r_2}\,Y_l,\qquad Y_l=\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\theta),$$

where $Y_l$ is normalized over the directions of both electrons. The basis is truncated at $l\le L$, with each radial space taken as complete. The full configuration interaction (CI) energy is then $E_L$, with eigenfunction $\Psi_L$. For $l\ge1$ the CI increment is $\Delta_l=E_l-E_{l-1}$, and $e_l$ is the contribution of channel $l$ to the MP2 energy. Both are negative. For two electrons, coupled cluster with singles and doubles (CCSD) equals full CI, so the CI results hold for it too.

## The belief and its appeal

The belief is that what a small basis misses in a CI or coupled-cluster energy can be taken from MP2:

$$E_{\rm CC}({\rm large})\approx E_{\rm CC}({\rm small})+E_{\rm MP2}({\rm large})-E_{\rm MP2}({\rm small}).$$

There is a physical argument for it. Large bases are needed for the cusp at $r_{12}=0$, and the cusp looks like a property of the Coulomb singularity alone. Near $r_{12}=0$ the relative kinetic energy is $-\nabla_{12}^2$, and $\nabla_{12}^2r_{12}=2/r_{12}$. In the Schrödinger equation the singular term $\Psi/r_{12}$ must be cancelled, which requires a term $\tfrac12r_{12}\Psi(r,r,0)$, where the arguments are $(r_1,r_2,r_{12})$. In the first-order equation the singular term is $\Phi/r_{12}$, which requires $\tfrac12r_{12}\Phi(r,r)$.

The factor $\tfrac12$ is common to both. The amplitude it multiplies is not: MP2 attaches the cusp to the uncorrelated amplitude, CI to the correlated one. The increments show what this difference costs.

## What drives a new channel

Let $Q_l$ project on channel $l$. One-electron operators cannot take $\Phi$, which has $l=0$, into a pair channel with $l\ge1$, so only $V$ does. The first-order function in that channel obeys $(F_1+F_2-2\varepsilon)\Psi^{(1)}_l=-Q_lV\Phi$, and therefore

$$e_l=\langle\Phi|V|\Psi_l^{(1)}\rangle=-\langle Q_lV\Phi|(F_1+F_2-2\varepsilon)^{-1}|Q_lV\Phi\rangle .$$

For CI, let $P$ project on the channels below $L$. Since $\Psi_L$ solves the problem in the space $P+Q_L$,

$$\langle\Psi_{L-1}|H|\Psi_L\rangle=E_L\langle\Psi_{L-1}|\Psi_L\rangle .$$

Now split $\Psi_L=P\Psi_L+Q_L\Psi_L$ on the left. In the first part $H$ acts on $\Psi_{L-1}$ inside $P$ and gives $E_{L-1}$. In the second part only $V$ connects the channels. Hence

$$\Delta_L=\frac{\langle\Psi_{L-1}|V\,Q_L|\Psi_L\rangle}{\langle\Psi_{L-1}|\Psi_L\rangle}.$$

The $Q_L$ component of the eigenvalue equation is $(Q_LHQ_L-E_L)Q_L\Psi_L=-Q_LVP\Psi_L$. At high $L$ the new channel barely disturbs the lower ones, so $P\Psi_L\to\Psi_{L-1}$ and

$$\Delta_L\simeq-\langle Q_LV\Psi_{L-1}|(Q_LHQ_L-E_L)^{-1}|Q_LV\Psi_{L-1}\rangle .$$

This has the form of the MP2 expression, but the source contains the correlated function in place of $\Phi$.

## The increment at high angular momentum

Let $A(r)$ be the coalescence amplitude: $\phi(r)^2$ for MP2 and $\Psi(r,r,0)$ for CI. The leading source is the channel-$l$ part of $A/r_{12}$. In CI, $\Psi_{L-1}$ differs from its limiting amplitude near coalescence by a relative amount of order $1/L$, which affects only the next order.

With $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$, the multipole expansion is $1/r_{12}=\sum_l (r_<^l/r_>^{l+1})P_l$, and $P_l=4\pi Y_l/\sqrt{2l+1}$. Put $\lambda=l+\tfrac12$, so that $2l+1=2\lambda$. Multiplying by $r_1r_2$ gives the radial source

$$S_l=\frac{4\pi A\,r_1r_2}{\sqrt{2\lambda}}\,\frac{r_<^l}{r_>^{l+1}},\qquad
\frac{r_<^l}{r_>^{l+1}}=\frac{1}{\sqrt{r_1r_2}}\left(\frac{r_<}{r_>}\right)^{\lambda}.$$

At high $l$ this is a narrow ridge along $r_1=r_2$. Set $r_1=r+x/2$ and $r_2=r-x/2$, so that $dr_1dr_2=dr\,dx$. Since $\ln(r_</r_>)=-|x|/r$ up to cubic terms,

$$S_l\simeq\frac{4\pi rA(r)}{\sqrt{2\lambda}}\,e^{-\kappa|x|},\qquad\kappa=\frac{\lambda}{r}.$$

The radial kinetic energy is $-\tfrac12(\partial_1^2+\partial_2^2)=-\partial_x^2-\tfrac14\partial_r^2$. The centrifugal energy is $\tfrac12l(l+1)(r_1^{-2}+r_2^{-2})\simeq\lambda^2/r^2=\kappa^2$. The operator to invert is therefore $-\partial_x^2+\kappa^2$, of order $\lambda^2$. The $\partial_r^2$ term, the one-electron potentials and the energy offset stay of order one on the ridge.

The repulsion inside the CI channel is also subordinate. The operator $-\eta\nabla_{12}^2-1/r_{12}$ is hydrogen-like with lowest energy $-1/(4\eta)$, so $V\le\eta T+1/(4\eta)$, where $T$ is the total kinetic energy. With $\eta=1/\lambda$ and $T\sim\lambda^2$, $V$ is at most of order $\lambda$. The MP2 and CI operators thus agree at leading order.

The equation $(-\partial_x^2+\kappa^2)g=e^{-\kappa|x|}$ has the decaying solution

$$g=\frac{1+\kappa|x|}{2\kappa^2}e^{-\kappa|x|}.$$

To verify it for $x>0$: $g'=-\tfrac12xe^{-\kappa x}$ and $g''=\tfrac12(\kappa x-1)e^{-\kappa x}$, so $-g''+\kappa^2g=e^{-\kappa x}$. Also $g'(0)=0$, so the two halves join without a kink. The overlap with the source is

$$\int_{-\infty}^{\infty}e^{-\kappa|x|}g\,dx=\frac1{\kappa^2}\int_0^\infty(1+\kappa x)e^{-2\kappa x}dx=\frac1{\kappa^2}\left(\frac1{2\kappa}+\frac1{4\kappa}\right)=\frac{3}{4\kappa^3}.$$

Restoring the squared prefactor $16\pi^2r^2A^2/(2\lambda)$ and using $\kappa^{-3}=r^3/\lambda^3$, the increment is

$$-\int_0^\infty\frac{8\pi^2r^2A^2}{\lambda}\,\frac{3r^3}{4\lambda^3}\,dr=-\frac{C}{\lambda^4},\qquad C=6\pi^2\int_0^\infty A(r)^2r^5\,dr .$$

The power of $\lambda$ is common to MP2 and CI. The coefficient is not, and the increments approach the ratio

$$\rho=\frac{C_{\rm CI}}{C_{\rm MP2}}=\frac{\int|\Psi(r,r,0)|^2r^5dr}{\int\phi(r)^4r^5dr}.$$

Two limits show when this matters. For a two-electron ion of large nuclear charge $Z$, repulsion is weak relative to nuclear attraction. Both functions then approach the hydrogenic product, with $A^2=Z^6e^{-4Zr}/\pi^2$. This gives $C=6Z^6\cdot5!/(4Z)^6=45/256\approx0.176$ hartree for both, so $\rho\to1$ and the belief becomes correct. For a triplet pair, $A=0$ by antisymmetry. Then $C=0$, and this leading formula does not fix the ratio.

## The numbers for helium

A Hylleraas variational function, which contains $r_{12}$ explicitly, supplies the correlated amplitude. It gives $C_{\rm CI}=0.0742$ hartree, while the Hartree-Fock orbital gives $C_{\rm MP2}=0.1658$ hartree. Hence

$$\rho=0.0742/0.1658\approx0.448 .$$

Fits to separately computed increments, which use no coalescence data, give 0.0742 and 0.1651 hartree. The numerical check tests this agreement.

To separate causes at finite $l$, let $X_l$ be the MP2 expression with $\Phi$ replaced by $\Psi_{l-1}$ in the source and the MP2 operator kept. Then

$$\frac{\Delta_l}{e_l}=\frac{X_l}{e_l}\cdot\frac{\Delta_l}{X_l}.$$

The first factor measures the changed source. The second contains the changed operator and the readjustment of the lower channels.

| $l$ | $e_l$ (mEh) | $\Delta_l$ (mEh) | ratio | source | remainder |
|---|---|---|---|---|---|
| 1 | −18.980 | −21.487 | 1.132 | 0.929 | 1.218 |
| 2 | −3.194 | −2.251 | 0.705 | 0.641 | 1.100 |
| 3 | −0.933 | −0.554 | 0.594 | 0.564 | 1.054 |
| 5 | −0.168 | −0.087 | 0.519 | 0.509 | 1.021 |
| 10 | −0.0133 | −0.0063 | 0.476 | 0.473 | 1.005 |

The p increment goes the other way: MP2 underestimates it. The correlated source already lowers the result, but the second factor outweighs it, $0.929\times1.218\approx1.13$. From $l=2$ on the source dominates, and MP2 overestimates. At $l=10$ the ratio is still above its limit of 0.448.

## Why the ratio falls slowly, and a usable scale factor

A truncated CI function lacks part of the cusp, so its coalescence amplitude is too large. The excess follows from the missing partial waves of $\tfrac12r_{12}A$. At $r_1=r_2=r$, with $z=\cos\theta$,

$$r_{12}=\frac{r_{12}^2}{r_{12}}=2r(1-z)\sum_kP_k(z).$$

Using $zP_k=[(k+1)P_{k+1}+kP_{k-1}]/(2k+1)$, the coefficient of $P_l$ is

$$2r\left[1-\frac{l}{2l-1}-\frac{l+1}{2l+3}\right]=-r\left[\frac1{2l-1}-\frac1{2l+3}\right].$$

At coalescence $P_l(1)=1$. The sum over $l>L$ telescopes to $-r[1/(2L+1)+1/(2L+3)]\simeq-r/(L+1)$. Removing this negative part, times $A/2$, raises the amplitude:

$$\Psi_L(r,r,0)\simeq\Psi(r,r,0)\left[1+\frac{r}{2(L+1)}\right].$$

This assumes that the retained CI channels are close to those of the untruncated function. At $L=10$ the resulting coefficient is tested to 3% against the CI function. The CI coefficient there exceeds its limit by only about 7%, so this is a loose check of the excess itself.

The ratio $\rho_L$, formed with $\Psi_L$ in place of $\Psi$, therefore lies above $\rho$ at large $L$ and approaches it as $1/L$. It needs only the truncated CI function and the Hartree-Fock orbital. It is not the increment ratio: the source samples $\Psi_{L-1}$ over the whole ridge, not only at coalescence, so this argument gives the order $1/L$ of the excess in $\Delta_l/e_l$ but not its coefficient. For $3\le l\le10$ the increment ratio is tested to agree with $\rho_{l-1}$ within 15%; it lies above at $l=3$ (0.594 against 0.574) and below at $l=5$ (0.519 against 0.522). Multiplying the MP2 remainder by $\rho_L$ is therefore an approximation, the more so because one number then represents all the channels above $L$.

Take $L=2$. Relative to the Hylleraas energy, −2.903723 hartree, which is itself a variational upper bound, CI still lacks −0.957 mEh. The MP2 remainder is −1.706 mEh. Adding it unscaled leaves an error of

$$-1.706-(-0.957)=-0.749\ \text{mEh},$$

or −1.97 kJ/mol. A converged reference energy lies about 0.001 mEh lower; it changes this remainder to −0.958 mEh and the error to −0.748 mEh, and it shifts the scaled errors below by about +0.001 mEh. The composite energy is too low by about 78% of the amount by which the uncorrected one was too high. With $\rho_2=0.574$ the correction is $0.574\times(-1.706)=-0.979$ mEh, and the error falls to −0.022 mEh. Part of this accuracy is cancellation: the increment ratio lies above $\rho_2$ at $l=3$ and below it from $l=4$ on. The scaled error is +0.061 mEh at $L=1$, and relative to the CI remainder it grows from about 2% at $L=2$ to between 4% and 5% at $L=4$; the range reflects the reference energy, since the Hylleraas value lies about 0.001 mEh above the exact one. The limiting value 0.448 would give only −0.764 mEh, too small a correction at this $L$.

At $L=4$ the CI remainder is −0.205 mEh and the unscaled composite error is also −0.205 mEh (−0.206 and −0.204 mEh with the converged reference): the correction has gained almost nothing. Asymptotically it does harm. The error it leaves is $1/\rho-1\approx1.23$ times the remainder it was meant to remove.

## Ordinary basis sets

Gaussian basis sets extend the radial and angular spaces together, so the $r^5$ weight, which belongs to angular truncation, need not apply. The weight matters: the unweighted coalescence density $\langle\delta(\mathbf r_{12})\rangle$ has a CI to Hartree-Fock ratio of about 0.56, not 0.448.

Unscaled transfer still overshoots, though less severely over this range of bases. From cc-pVDZ to cc-pVTZ, cc-pVQZ and cc-pV5Z, the successive increments of the CCSD correlation energy are 0.909, 0.777 and 0.679 of the MP2 ones. The first step is close to the belief, and the ratio falls further from one at each later step. Between cc-pVTZ and cc-pV5Z, in correlation energy, MP2 changes by −3.269 mEh and CCSD by −2.448 mEh, so the composite estimate lies 0.821 mEh below the CCSD energy it is meant to reproduce. That is about a third of the 2.448 mEh gap left without any correction: over this step the MP2 correction still helps, but it overshoots.

These ratios are for one singlet pair in helium. In a system with more electrons, different pairs can have different coalescence amplitudes, and the helium factor should not be carried over to them.

## Table of computed values

```
Nuclear charge: 2; highest l: 10; radial points: 87
Hartree-Fock energy (grid): -2.861680 hartree
Hylleraas energy, 70 terms: -2.903723 hartree
CI energy extrapolated in l: -2.903724 hartree
MP2 correlation limit (partial waves): -37.377 mEh
MP2 limit from QZ,5Z by X^-3: -37.381 mEh
Largest MP2 increment change, coarser grid: 0.115 %
C for MP2: coalescence 0.1658, fitted 0.1651 hartree
C for CI: coalescence 0.0742, fitted 0.0742 hartree
Limiting ratio rho = C_CI/C_MP2: 0.448
Cusp slope / amplitude (r^5 mean): 0.498 bohr^-1
<delta(r12)>: HF 0.1906, CI 0.1066 bohr^-3
Unweighted coalescence ratio CI/HF: 0.559
Increments in mEh; ratio = source factor * resolvent factor
 l      MP2        CI     ratio  source  resolvent
 0  -13.49782  -17.34877   1.285       -        -
 1  -18.97996  -21.48748   1.132   0.929    1.218
 2   -3.19383   -2.25060   0.705   0.641    1.100
 3   -0.93333   -0.55423   0.594   0.564    1.054
 4   -0.36215   -0.19751   0.545   0.528    1.032
 5   -0.16775   -0.08711   0.519   0.509    1.021
 6   -0.08776   -0.04417   0.503   0.496    1.015
 7   -0.05017   -0.02472   0.493   0.488    1.011
 8   -0.03069   -0.01489   0.485   0.481    1.008
 9   -0.01979   -0.00950   0.480   0.477    1.006
10   -0.01333   -0.00634   0.476   0.473    1.005
Remainders beyond L and composite errors, in mEh
 L   CI rest  MP2 rest   rho_L  err unscaled  err scaled
 1   -3.2072   -4.8996   0.642      -1.6923      0.0609
 2   -0.9566   -1.7057   0.574      -0.7491     -0.0224
 3   -0.4024   -0.7724   0.541      -0.3700     -0.0158
 4   -0.2049   -0.4102   0.522      -0.2054     -0.0094
rho_L at L=10: 0.481
Unscaled error at L=2: -1.97 kJ/mol
Gaussian correlation energies in mEh: basis, MP2, CCSD
cc-pvdz    -25.8283   -32.4344
cc-pvtz    -33.1376   -39.0788
cc-pvqz    -35.4780   -40.8967
cc-pv5z    -36.4065   -41.5270
Gaussian increments in mEh: step, MP2, CCSD, ratio
cc-pvdz->cc-pvtz   -7.3092   -6.6445   0.909
cc-pvtz->cc-pvqz   -2.3404   -1.8178   0.777
cc-pvqz->cc-pv5z   -0.9285   -0.6304   0.679
CCSD(TZ)+MP2(5Z)-MP2(TZ) minus CCSD(5Z): -0.8207 mEh
```
